# Energy Release Rate of a Circular Membrane Blister

## A release larger than \(pV\) per unit area

Take a single layer of graphene on silica, debonded over a disc of radius 2.5 μm and inflated by an excess pressure of 1 MPa. In the membrane model below, the volume under the film is 3.436 μm³, so \(pV=3.436\) pJ. Divided by the blister's area of 19.63 μm², this is 0.175 J/m². Yet if the blister grows slightly at the same pressure, the energy released per unit of new area is 0.219 J/m², which is larger by a factor 5/4.

The factor has two sources. Only part of the work done by the pressure source is released, because the film stores the rest. On the other hand, the volume grows faster than the area. The task is to find both effects and show that

\[
G=\frac54\,\frac{pV}{\pi a^2}. \tag{1}
\]

Here \(a\) is the blister radius, \(p\) the excess pressure and \(V\) the volume under the film. The energy release rate \(G\) is the fall in potential energy of film and pressure source together, per unit of newly debonded area. It is a driving force. It equals the adhesion energy per area, \(\Gamma\), when growth just begins and no other process dissipates energy.

## The model

The film has in-plane stiffness \(Y=Eh\), Young's modulus times thickness, and Poisson ratio \(\nu\). It is linearly elastic, without bending stiffness or pretension. The substrate is rigid and flat, the blister stays circular, and the bonded film does not slide. Loading and growth are quasi-static.

A point at radius \(r\) moves outward by \(u(r)\) and upward by \(w(r)\). A radial element \(dr\) acquires the length \(\sqrt{(1+u')^2+w'^2}\,dr\), where a prime means \(d/dr\). A circle of radius \(r\) acquires the radius \(r+u\). For small strain and small slope, the leading radial and hoop strains are

\[
e_r=u'+\tfrac12 w'^2,\qquad e_t=\frac ur. \tag{2}
\]

The term \(w'^2/2\) must stay: it is what stretches the film when it bulges. The elastic energy per area is

\[
W=\frac{Y}{2(1-\nu^2)}\left(e_r^2+e_t^2+2\nu e_re_t\right).
\]

Its derivatives with respect to \(e_r\) and \(e_t\) are the tensions \(N_r\) and \(N_t\), forces per length. Inverting these linear relations gives

\[
Ye_r=N_r-\nu N_t,\qquad Ye_t=N_t-\nu N_r. \tag{3}
\]

With \(U\) the integral of \(W\) over the blister, the potential energy at fixed pressure is

\[
P=U-pV,\qquad V=\int_0^a2\pi r\,w\,dr. \tag{4}
\]

The term \(-pV\) is the energy given up by the source. The bonded film is flat and unstressed, so it contributes nothing to \(P\). The adhesion energy is kept out of \(P\) and enters through the condition \(G=\Gamma\).

## Equilibrium

In equilibrium \(P\) is stationary under small changes \(\delta u,\delta w\) that vanish at the edge. The change with \(\delta w\) is

\[
\int_0^a2\pi r\,(N_rw'\,\delta w'-p\,\delta w)\,dr=0 .
\]

Integrating the first term by parts gives \((rN_rw')'=-pr\). One integration from the centre, where \(rN_rw'\) vanishes, yields

\[
N_rw'=-\frac{pr}{2}. \tag{5}
\]

The change with \(\delta u\) is \(\int2\pi(rN_r\,\delta u'+N_t\,\delta u)\,dr=0\), so

\[
N_t=(rN_r)'=N_r+rN_r'. \tag{6}
\]

The strains are linked, since \(u=re_t\) implies \(e_r=(re_t)'+w'^2/2\). Multiplying by \(Y\) and using (3),

\[
N_r-\nu N_t=N_t-\nu N_r+rN_t'-\nu rN_r'+\tfrac12Yw'^2 .
\]

Moving the undifferentiated tensions to the left gives \((1+\nu)(N_r-N_t)\), which by (6) is \(-(1+\nu)rN_r'\). The terms in \(\nu\) cancel, leaving

\[
r(N_r'+N_t')+\tfrac12Yw'^2=0. \tag{7}
\]

From (6), \(N_r'+N_t'=3N_r'+rN_r''\). From (5), \(w'^2=p^2r^2/(4N_r^2)\). After division by \(r^2\), equation (7) becomes

\[
N_r''+\frac3rN_r'=-\frac{Yp^2}{8N_r^2}. \tag{8}
\]

## How the volume scales

Write \(r=ax\) and \(N_r=S\,n(x)\). The left side of (8) acquires the factor \(S/a^2\), and the right side the factor \(Yp^2/S^2\). They cancel if

\[
S=(Yp^2a^2)^{1/3}.
\]

With primes on \(n\) now meaning \(d/dx\),

\[
n''+\frac3xn'=-\frac1{8n^2}. \tag{9}
\]

The solution must be regular at the centre. At the clamped edge \(u=0\), so \(e_t=0\) and \(N_t=\nu N_r\). By (6) this means

\[
n'(1)+(1-\nu)n(1)=0. \tag{10}
\]

Neither pressure, radius nor stiffness remains in (9) and (10). The function \(n\) depends on \(\nu\) alone.

For the volume, integrate (4) by parts. The boundary term \(\pi r^2w\) vanishes at both ends, and (5) supplies \(w'\):

\[
V=-\pi\int_0^ar^2w'\,dr
=\pi\int_0^a\frac{pr^3}{2N_r}\,dr
=\frac{\pi pa^4}{S}\int_0^1\frac{x^3}{2n}\,dx .
\]

Since \(pa/S=(pa/Y)^{1/3}\),

\[
V=\pi c\,a^3\left(\frac{pa}{Y}\right)^{1/3},\qquad
c(\nu)=\int_0^1\frac{x^3}{2n}\,dx. \tag{11}
\]

Thus \(V=Bp^{1/3}a^{10/3}\), with \(B=\pi cY^{-1/3}\). The cube root has a simple origin. Strain grows as the square of the height, so tension does too, and the upward pull, tension times slope, grows as its cube.

## Stored energy and release rate

First inflate the film at fixed radius. Because the film is in equilibrium throughout, the work \(p\,dV\) becomes elastic energy. Inverting the scaling law gives \(p=V^3/(B^3a^{10})\), so

\[
U=\int_0^V\frac{v^3}{B^3a^{10}}\,dv
=\frac{V^4}{4B^3a^{10}}=\frac{pV}{4}. \tag{12}
\]

A linear spring would store half of force times displacement. This film stiffens, so most of the volume is gained while the pressure is still low, and the stored energy is a smaller share of the final \(pV\). The potential energy is

\[
P=\frac{pV}{4}-pV=-\frac34pV. \tag{13}
\]

Now let the radius grow at fixed pressure. The new area is \(dA=2\pi a\,da\), and \(V\propto a^{10/3}\) gives \((\partial V/\partial a)_p=10V/(3a)\). Therefore

\[
G=-\frac1{2\pi a}\left(\frac{\partial P}{\partial a}\right)_p
=\frac1{2\pi a}\cdot\frac{3p}{4}\cdot\frac{10V}{3a}
=\frac54\,\frac{pV}{\pi a^2}.
\]

This is (1). During growth at fixed pressure the source does work \(p\,dV\). By (12) the film stores \(dU=p\,dV/4\), and the other three quarters are released. The volume gained per unit of new area is \((10V/3a)/(2\pi a)=(5/3)V/(\pi a^2)\). The product \((3/4)(5/3)=5/4\) joins the two effects named at the start.

## Fixed volume and stability

Suppose instead that an incompressible filling holds \(V\) fixed. No external work is done, and the release comes from \(U\) alone. By (12), \(U\propto a^{-10}\) at fixed volume, so

\[
G=-\frac1{2\pi a}\left(\frac{\partial U}{\partial a}\right)_V
=\frac{10U}{2\pi a^2}=\frac{5U}{\pi a^2}
=\frac54\,\frac{pV}{\pi a^2}.
\]

The agreement does not depend on the scaling law. Differentiating \(P=U(V,a)-pV\) at fixed \(p\) gives

\[
\left(\frac{\partial P}{\partial a}\right)_p
=\left(\frac{\partial U}{\partial a}\right)_V
+\left[\left(\frac{\partial U}{\partial V}\right)_a-p\right]
\left(\frac{\partial V}{\partial a}\right)_p ,
\]

and the bracket is zero in equilibrium. The present state of the blister fixes \(G\), whatever device supplies the pressure.

The device does matter for what happens next. Inserting (11) into (1) gives

\[
G=\frac{5c}{4}\left(\frac{p^4a^4}{Y}\right)^{1/3}. \tag{14}
\]

At fixed pressure \(G\propto a^{4/3}\): a 1% increase in radius raises \(G\) by about 1.3%. If \(\Gamma\) is constant, growth that has begun continues, and it is unstable. At fixed volume \(G\propto V^4a^{-12}\), so the same increase lowers \(G\) by about 11%, and growth stops unless more fluid is injected.

Setting \(G=\Gamma\) in (14) gives the pressure at which growth begins:

\[
p_{\rm c}=\frac{Y^{1/4}}a\left(\frac{4\Gamma}{5c}\right)^{3/4}.
\]

For given film and adhesion, a larger blister needs less pressure.

## The same release seen at the edge

The energy is released where the film leaves the substrate, so \(G\) should also follow from the fields there. Write \(P=\int_0^aF\,dr\) with \(F=2\pi r(W-pw)\). When \(a\) changes, the upper limit moves and the fields change. The interior part of the field change vanishes by equilibrium, leaving terms at the edge:

\[
\left(\frac{\partial P}{\partial a}\right)_p=
2\pi a\left[W-pw+N_r\frac{\partial u}{\partial a}
+N_rw'\frac{\partial w}{\partial a}\right]_{r=a}.
\]

The displacements vanish at the edge for every \(a\). Differentiating \(u(r=a;a)=0\) gives \(\partial u/\partial a=-u'\) there, and likewise \(\partial w/\partial a=-w'\). With \(w(a)=0\),

\[
G=\left[N_r(u'+w'^2)-W\right]_{r=a}.
\]

At the edge \(e_t=0\), so \(W=N_re_r/2\). Also \(u'=e_r-w'^2/2\). Hence

\[
G=\tfrac12N_r\left(w'^2+e_r\right)_{r=a}. \tag{15}
\]

The first term comes from the inclination of the film, as in peeling, and the second from its stretch. Equation (15) uses neither the volume nor its scaling.

## The graphene blister in numbers

The inputs are \(Y=340\) N/m, \(\nu=0.16\), \(a=2.5\) μm and \(p=1\) MPa. Since 1 N/m divided by 1 μm is 1 MPa, the load parameter and tension scale are

\[
\left(\frac{pa}{Y}\right)^{1/3}=\left(\frac{2.5}{340}\right)^{1/3}=0.1945,
\]
\[
S=(340\times1^2\times2.5^2)^{1/3}=12.86\ \text{N/m}.
\]

Equation (9) was solved by shooting: a value of \(n(0)\) is chosen, the equation is integrated to \(x=1\), and \(n(0)\) is adjusted until (10) holds. This gives \(n(0)=0.4171\), \(n(1)=0.3101\) and \(c=0.3600\). Then

\[
V=\pi(0.35995)(2.5)^3(0.19446)=3.436\ \mu\text{m}^3,
\]
\[
G=\frac54\cdot\frac{3.436\ \text{pJ}}{19.63\ \mu\text{m}^2}
=0.219\ \text{J/m}^2,
\]

or 1.37 eV/nm². The film stores \(U=0.859\) pJ, and \(P=-2.577\) pJ.

The central height follows from integrating (5):

\[
w(0)=a\left(\frac{pa}{Y}\right)^{1/3}\int_0^1\frac{x}{2n}\,dx .
\]

The integral is 0.6863, so the height is 334 nm. At the edge the tension is \(12.86\times0.3101=3.99\) N/m, the slope has magnitude \(pa/(2N_r)=0.3135\), and the radial strain is \((1-\nu^2)N_r/Y=1.143\%\). Equation (15) then gives

\[
G=\tfrac12(3.99)(0.0983+0.0114)=0.219\ \text{J/m}^2 .
\]

The inclination supplies about nine tenths of the release and the stretch about one tenth.

## Other regimes, other coefficients

The factor 5/4 belongs to the stretching-dominated regime. Suppose more generally that \(V=Bp^ma^q\). At fixed radius \(dV=mV\,dp/p\), so \(p\,dV=mV\,dp\). Integrating from zero pressure gives \(U=mpV/(m+1)\), hence \(P=-pV/(m+1)\). Differentiation at fixed pressure then gives

\[
G=\frac{q}{2(m+1)}\,\frac{pV}{\pi a^2}. \tag{16}
\]

The membrane has \(m=1/3\), \(q=10/3\), which returns 5/4.

**Strong pretension.** Let the film carry a uniform tension \(N_0\) before inflation, much larger than the tension added by the bulge. Equation (5) becomes \(N_0w'=-pr/2\), so

\[
w=\frac{p(a^2-r^2)}{4N_0},\qquad V=\frac{\pi pa^4}{8N_0}.
\]

Now \(m=1\), \(q=4\), and the coefficient is 1. Here \(U\) is the energy above that of the flat, pretensioned film. The bonded part carries the same initial energy, which therefore drops out.

**Bending.** For small deflections of a clamped plate with bending stiffness \(D\), equilibrium is \(D\nabla^4w=p\). Setting \(r=ax\) shows that \(w\propto pa^4/D\), and so \(V\propto pa^6/D\). With \(m=1\), \(q=6\), the coefficient is 3/2.

The membrane limit thus needs \(N_0\ll S\) and \(D\ll Sa^2\). Because \(S\propto p^{2/3}\), both conditions fail at sufficiently low pressure.

## If the bonded film slides

Consider the opposite extreme to a clamped edge: a very wide bonded film that stays flat but slides without friction. Outside the blister its displacement is \(u=u_aa/r\), where \(u_a\) is the displacement at the edge. This makes \(e_r=-e_t\), hence \(N_t=-N_r\). Hoop strain and radial tension are continuous across the edge, so by (3) \(N_t\) is continuous too. Condition (10) is replaced, through (6), by

\[
n'(1)+2n(1)=0 .
\]

No length or load has entered. The exponents of \(V\) survive, and so does (1), provided \(U\) includes the energy of the stretched outer film. The constant \(c\) does change. Near the edge the hoop tension is now negative, and a suspended film without bending stiffness would wrinkle there. The calculation below ignores this and keeps the film axisymmetric.

To find the effect, the potential energy was made stationary with \(u\) and \(w\) expanded in polynomials (the Ritz method), including the outer film's energy. \(G\) was taken from the difference of \(P\) between two slightly different radii. At the same pressure and radius, \(V\) rises to 4.404 μm³ and \(G\) to 0.280 J/m², both 28% above the clamped values. The coefficient stays at 1.250.

This separates two uses of the theory. If \(p\), \(V\) and \(a\) are all measured, (1) holds in both extremes. If \(V\) is instead calculated from \(p\), \(a\) and \(Y\), the edge condition matters. With friction, sliding also dissipates energy, and neither extreme describes that loss.

## How far the idealizations hold here

The following changes are relative to the clamped result of 0.219 J/m², at the same pressure and radius.

- **Finite slope.** A slope of 0.31 is not very small. The Ritz calculation was repeated with the full stretch \(\sqrt{(1+u')^2+w'^2}\) and the volume under the displaced film, keeping tension linear in stretch. \(G\) rises by 1.4%, and the coefficient becomes 1.246.
- **Pretension.** With a rough value of 0.1 N/m, the small-slope Ritz calculation gives a \(G\) lower by 1.2% and a coefficient of 1.244.
- **Softening.** Let the stiffness fall by the fraction \(2e\) at strain \(e\), a rough rule for graphene in uniaxial tension. At the centre the strain is \((1-\nu)N_r/Y=1.3\%\), so the loss is about 2.6%. Since \(G\propto Y^{-1/3}\), this suggests a rise in \(G\) of at most about 1%, since the strain is largest at the centre. The strain there is biaxial, and graphene may then soften more than this rule says, so for the real film 1% is the size of the effect rather than a strict bound.
- **Bending.** Balancing \(Dw''''\) against \(N_rw''\) gives an edge layer of width \(\sqrt{D/N_r}\). For \(D\) near 1.5 eV this is 0.25 nm, about \(10^{-4}\) of the radius. A continuum has no detailed meaning at that width, but the estimate shows that bending matters little for the overall shape.
- **Substrate and adhesion range.** Pressure on silica of modulus near 70 GPa contributes an energy per area of order \(p^2a/E_{\rm s}=4\times10^{-5}\) J/m², where \(E_{\rm s}\) is that modulus. The film's pull on the substrate at the edge adds a few times \(10^{-4}\) J/m²: the scale \(N_r^2/(E_{\rm s}a)\approx10^{-4}\) J/m² is multiplied by a factor that grows with the logarithm of the radius over the width of the loaded edge. Both are negligible beside \(G\). Adhesive forces reaching about 1 nm act over a width of order \(1\ \text{nm}/0.31\), a few nanometres at the edge, again far less than \(a\).

Micrometre-sized graphene blisters under pressures of order 1 MPa are a real experimental arrangement. Adhesion energies inferred for graphene on silica are roughly a few tenths of a joule per square metre, with considerable spread, so the example lies in a realistic range. The assumption most open to doubt is the clamped edge, because graphene can slide on silica. The frictionless extreme moves the calculated \(G\) by nearly 30%, far more than any other effect estimated here. A measured volume is therefore worth more than a calculated one when adhesion is to be inferred from such a blister, provided the pressure is known independently. If \(p\) is instead inferred from \(V\), \(a\) and \(Y\) through (11), then \(G\propto c^{-3}\) at given volume, and the frictionless extreme lowers \(G\) to slightly under half of the clamped value.
